Metastable wrong-orbital solutions of DFT+U in a two-orbital model

Tutorial sheet: the wrong orbital held in place by U

**The problem**

A DFT+U calculation adds a term that lowers occupied localized levels and raises empty ones. An electron placed in the higher of two orbitals can therefore pull that orbital below the other and remain there.

Take one spin channel at zero temperature. Two orthonormal orbitals a and b have bare energies ε_a = −δ/2 and ε_b = +δ/2 with δ > 0. Each is coupled by a real matrix element V to every level ε_k of its own bath. The baths are identical, with constant density of states ρ from −D to +D, and D far exceeds every other energy. They are filled up to a common Fermi level μ. Define Γ = πV²ρ. The energy functional is the expectation value of this one-body Hamiltonian plus the Hubbard term in the Dudarev form,

E_U = (U/2) Tr[n(1 − n)], U > 0,

where n is the real 2×2 occupation matrix of a and b. "One electron" means n_a + n_b = 1 on average, and m = n_a − n_b is the polarization. A wrong-orbital solution has m < 0. In parts (a) to (e) the off-diagonal element n_ab is held at zero, as it is when a and b belong to different symmetry species of a symmetry that the calculation keeps. The word "metastable" is meant within this restriction, which Variation 1 removes.

(a) Find the occupation of one level of energy e coupled to its bath, and fix μ.
(b) Find the energy as a function of m and the self-consistency equation.
(c) Find the value U_c above which a wrong-orbital solution exists, a lower bound on it, and its forms for δ ≪ Γ and δ ≫ Γ.
(d) Decide which solutions are local minima, which attract the plain self-consistent-field (SCF) iteration, and which is lowest.
(e) Evaluate everything for the model parameters Γ = 0.2 eV, δ = 0.5 eV, U = 3 eV.

**Hints**

(a) Write the equations for the resolvent (z − H)⁻¹ on the orbital and on the bath levels and eliminate the latter. Compare the occupations of levels at +e and −e.
(b) The slope of the ground-state energy of a level plus bath with respect to e is known from the Hellmann–Feynman theorem. Trade the variable e for n.
(c) Set m = −s and solve the self-consistency equation for U instead of for s. Sketch the function you obtain on 0 < s < 1.
(d) Write dE/dm in terms of the function of hint (c). Test changes of n_a + n_b as well as of m.
(e) Carry x = tan(πm/2) as the working variable.

**Solution**

(a) One level and its bath

Measure energies from μ for the moment, so that states of negative energy are filled. Let d be the orbital, with energy e, and G = (z − H)⁻¹ with z = ω + i0. The d and k rows of (z − H)G = 1, taken in column d, are

(z − e) G_dd − V Σ_k G_kd = 1
(z − ε_k) G_kd − V G_dd = 0.

The second gives G_kd = V G_dd/(z − ε_k), and the first becomes

G_dd = 1/[z − e − Δ(z)], Δ(z) = Σ_k V²/(z − ε_k).

Replace the sum by ρ∫dε and use 1/(x + i0) = P(1/x) − iπ δ_D(x), with δ_D the Dirac function:

Δ = V²ρ ln|(ω + D)/(ω − D)| − iπV²ρ.

The logarithm is about 2ω/D for |ω| ≪ D and is dropped, so Δ = −iΓ. In the eigenstates α of H, G_dd = Σ_α |⟨d|α⟩|²/(z − ε_α), so −(1/π) Im G_dd is the weight of the orbital per unit energy:

A(ω) = −(1/π) Im 1/(ω − e + iΓ) = (Γ/π)/[(ω − e)² + Γ²].

The occupation is the weight below the Fermi level:

g(e) = ∫_{−∞}^{0} A dω = (1/π)[arctan(−e/Γ) + π/2] = 1/2 − (1/π) arctan(e/Γ).   (1)

It falls strictly from 1 to 0, with g′(e) = −(Γ/π)/(e² + Γ²), and g(e) + g(−e) = 1 because arctan is odd. From arctan(e/Γ) = π/2 − πn the inverse is

e(n) = Γ cot(πn).   (2)

For diagonal n, E_U = (U/2)[n_a(1 − n_a) + n_b(1 − n_b)], and the potential on an orbital is the derivative with respect to its occupation, U(1/2 − n). On the original energy scale the effective levels are

e_a = −δ/2 + U(1/2 − n_a), e_b = +δ/2 + U(1/2 − n_b).

One electron means n_a = (1 + m)/2 and n_b = (1 − m)/2, so

e_a = −(δ + Um)/2, e_b = +(δ + Um)/2.   (3)

The condition g(e_a − μ) + g(e_b − μ) = 1 can be written g(e_a − μ) = g(μ − e_b). Since g is strictly monotonic, e_a − μ = μ − e_b, so μ = (e_a + e_b)/2 = 0 by (3). The Fermi level sits midway for every m, and μ = 0 from here on.

(b) Energy and self-consistency

For one channel let K be the bath and coupling part of the Hamiltonian and n̂ the occupation operator of the orbital. The ground-state energy Ω(e) of K + e n̂ at μ = 0 is the sum of the negative one-body eigenvalues. By the Hellmann–Feynman theorem dε_α/de = |⟨d|α⟩|², and an eigenvalue that crosses zero enters or leaves the sum with value zero, so dΩ/de = g(e). Define

T(n) = Ω(e) − e n with e = e(n).

Any state with occupation n obeys ⟨K⟩ + e n ≥ Ω(e), with equality for the ground state. T(n) is therefore the lowest ⟨K⟩ compatible with occupation n, and minimizing the functional over states reduces to minimizing over the numbers n_a and n_b. The derivative is

dT/dn = (dΩ/de − n) de/dn − e = −e(n) = −Γ cot(πn),

and since d ln sin(πn)/dn = π cot(πn),

T(n) = −(Γ/π) ln sin(πn) + constant.   (4)

The constant depends on D and is dropped, so T(1/2) = 0. T diverges at n = 0 and 1: an orbital coupled to an infinitely wide band cannot be made exactly empty or full at finite cost. The total energy is

E(n_a, n_b) = Σ_{j=a,b} [T(n_j) + ε_j n_j + (U/2) n_j(1 − n_j)].   (5)

On the one-electron line, sin(π(1 ± m)/2) = cos(πm/2), the bare levels give −(δ/2)(n_a − n_b), and each n_j(1 − n_j) equals (1 − m²)/4:

E(m) = −(2Γ/π) ln cos(πm/2) − δm/2 + U(1 − m²)/4.   (6)

Differentiating, with d ln cos(πm/2)/dm = −(π/2) tan(πm/2),

E′(m) = Γ tan(πm/2) − δ/2 − Um/2.   (7)

The stationary points obey

2Γ tan(πm/2) = δ + Um.   (8)

This agrees with (1) and (3): m = 2g(e_a) − 1 = (2/π) arctan[(δ + Um)/(2Γ)]. With x = tan(πm/2), a solution has e_a = −Γx and e_b = +Γx.

The model takes the underlying functional to be linear in the occupations. Because n(1 − n) = 1/4 − (n − 1/2)², a self-interaction curvature (κ/2)(n_j − 1/2)² on each orbital would, for n_ab = 0, only replace U by U − κ, up to a constant. With n_ab free, as in Variation 1, the same replacement holds for the rotationally invariant curvature (κ/2) Tr[(n − 1/2)²], but not for a term in the diagonal elements alone. U here is the net negative curvature.

(c) The threshold

For m > 0 the function 2Γ tan(πm/2) − δ − Um is convex, equals −δ at m = 0 and tends to +∞ as m → 1. It has exactly one root: the right-orbital solution exists and is unique for every U.

For m = −s with 0 < s < 1, equation (8) reads −2Γ tan(πs/2) = δ − Us, or

U = W(s), W(s) = [δ + 2Γ tan(πs/2)]/s.   (9)

W diverges as δ/s for s → 0 and through the tangent for s → 1, so it has a minimum in between. A wrong-orbital solution exists exactly when U reaches that minimum: U_c = min W. Write y = tan(πs/2), so that s = (2/π) arctan y and dy/ds = (π/2)(1 + y²). Differentiating sW = δ + 2Γy gives

W + sW′ = πΓ(1 + y²).   (10)

At W′ = 0 this gives W = πΓ(1 + y²). Inserting it in sW = δ + 2Γy gives 2Γ(1 + y²) arctan y = δ + 2Γy. The threshold is

U_c = πΓ(1 + y²), where f(y) ≡ (1 + y²) arctan y − y = δ/(2Γ).   (11)

The derivative is f′ = 2y arctan y + 1 − 1 = 2y arctan y > 0, with f(0) = 0 and f → ∞. Equation (11) thus has one root y for each δ, and W has one stationary point, s_c = (2/π) arctan y. W falls on (0, s_c) and rises on (s_c, 1). There is no wrong-orbital solution for U < U_c, one for U = U_c, and two for U > U_c, called s_mid < s_c < s_w. They are born together at the finite polarization s_c.

Lower bound. On 0 < s < 1, δ/s > δ, and tan u > u gives 2Γ tan(πs/2)/s > πΓ. Both hold at s_c, so

U_c > δ + πΓ.   (12)

Small splitting. With arctan y = y − y³/3 + y⁵/5 − …,

f = (1 − 1/3) y³ + (1/5 − 1/3) y⁵ + … = (2/3) y³ − (2/15) y⁵ + ….

At leading order y³ = 3δ/(4Γ), and

U_c ≈ πΓ[1 + (3δ/4Γ)^(2/3)], δ ≪ Γ.   (13)

The neglected term of f is negative, so the true y is larger and (13) lies below U_c for small δ; its error relative to U_c − πΓ is of order y². At δ = 0 the threshold is πΓ, where U A(0) = 1 for a level at the Fermi energy. This is the mean-field criterion for spontaneous polarization in the Anderson model, and there the polarization sets in continuously from zero.

Large splitting. With arctan y = π/2 − 1/y + 1/(3y³) − …, the product (1 + y²) arctan y equals (π/2)(1 + y²) − y − 1/y + 1/(3y) + O(y⁻³), so

f = (π/2)(1 + y²) − 2y − 2/(3y) + O(y⁻³).

Multiplying by 2Γ and using (11),

U_c = δ + 4Γy + 4Γ/(3y) + ….

Put q² = δ/(πΓ). Dividing by πΓ gives 1 + y² = q² + 4y/π + O(1/y), that is (y − 2/π)² = q² + 4/π² − 1 + O(1/q). The square root gives y = q + 2/π + (2/π² − 1/2)/q + …. With 4Γq = 4√(Γδ/π),

U_c ≈ δ + 4√(Γδ/π) + 8Γ/π, δ ≫ Γ.   (14)

The next term is Γ[4(2/π² − 1/2) + 4/3]/q = Γ(8/π² − 2/3)/q, which is positive since π² < 12, so (14) also lies below U_c in its regime. As Γ → 0, U_c → δ. This is the isolated-atom result: n_a = 0 and n_b = 1 give e_a = (U − δ)/2 and e_b = −(U − δ)/2, and the filled level is the lower one when U > δ. The bath raises the threshold as √Γ, with infinite slope at Γ = 0. The origin can be read from (9). For large y the tails of the Lorentzians give s ≈ 1 − 2/(πy), so at leading order W ≈ δ + 2Γy + 2δ/(πy). The second term is the inverted splitting Us − δ and grows with y; the third is the price of s falling below 1 and shrinks with y. Their sum is smallest at y = q, where each equals 2√(Γδ/π), and together they give the 4√(Γδ/π) of (14).

(d) Stability

From (7) at m = −s,

E′ = −Γ tan(πs/2) − δ/2 + Us/2 = (s/2)[U − W(s)].   (15)

For U < U_c, E′ < 0 on all of m < 0, and the energy runs downhill towards positive m. For U = U_c, E′ vanishes at s_c without changing sign, so the solution there is an inflection point and not a minimum. For U > U_c, E′ > 0 for s_mid < s < s_w and E′ < 0 outside. Moving towards larger m, E′ changes from negative to positive at m = −s_w, a minimum, and from positive to negative at m = −s_mid, a maximum, which is the top of the barrier along the one-electron line. At the right-orbital root E′ changes from negative to positive, by the convexity argument of part (c), so it is a minimum.

A change of n_a + n_b, by exchange of charge with the baths at μ = 0, is also possible. In (5) the orbitals appear separately, so the mixed second derivative vanishes. With T″ = πΓ/sin²(πn) and sin(πn_a) = sin(πn_b) = cos(πm/2),

∂²E/∂n_a² = ∂²E/∂n_b² = πΓ(1 + x²) − U ≡ C.   (16)

The Hessian is C times the unit matrix, so every direction in the (n_a, n_b) plane has the same sign. Along m, δn_a = −δn_b = δm/2 gives E″(m) = C/4 + C/4 = C/2, as differentiation of (7) confirms. At a wrong-orbital root W = U, and (10) gives C = sW′(s): positive at s_w, negative at s_mid. Among states with n_ab = 0 a wrong-orbital local minimum thus exists exactly when U > U_c; it is the root s_w, and "the wrong-orbital solution" means this root from here on. The separability of (5) also means that at fixed μ = 0 the nearly full state of a can be combined with the nearly full state of b, and the nearly empty with the nearly empty; such solutions do not hold one electron and are excluded here.

The plain SCF step is n_out = g(ε_j + U(1/2 − n_in)). A small deviation is multiplied per step by

γ = −U g′(e) = UΓ/[π(e² + Γ²)] = U/[πΓ(1 + x²)],   (17)

since e² = Γ²x². This gain is positive, and γ < 1 is the same condition as C > 0. The iteration is attracted by the two minima and repelled by the middle solution.

The first and third terms of (6) are even in m, so

E(−s) − E(+s) = δs > 0.   (18)

The right-orbital solution m_r is the only stationary point with m > 0 and a minimum there, so E(m_r) ≤ E(s_w) and E(−s_w) − E(m_r) ≥ δ s_w. The wrong-orbital solution is never the lowest state. All of this describes the mean-field functional at zero temperature in the wide-band limit; the second minimum is a property of that functional, and nothing is implied about a long-lived excited state of an interacting system.

(e) Numbers

The parameters are round model values. With δ/(2Γ) = 1.25, equation (11) has the root y = 1.33637, for which arctan y = 0.92839 and 1 + y² = 2.78588. The check is 2.78588 × 0.92839 − 1.33637 = 2.5864 − 1.3364 = 1.2500. With πΓ = 0.62832 eV,

U_c = 0.62832 eV × 2.78588 = 1.7504 eV, about 1.75 eV or 8.75 Γ.

At threshold s_c = (2/π) × 0.92839 = 0.5910, so n_a = 0.204 and n_b = 0.796. The bound (12) is 1.128 eV, well below U_c.

The numerical check replaces each bath by 104 discrete levels on a logarithmic grid, diagonalizes the Hamiltonian, and finds the threshold by minimizing (δ + 2e)/(1 − 2n) over the level e of orbital a, which is W with n taken from the eigenvectors. The thresholds, in eV, are:

δ = 0.05: formula 0.8428, diagonalized 0.8428, form (13) 0.8342, form (14) 0.7850
δ = 0.5: formula 1.7504, diagonalized 1.7504, form (13) 1.5837, form (14) 1.7229
δ = 2.0: formula 3.9518, diagonalized 3.9518, form (13) 3.0358, form (14) 3.9366

Form (13) is the closer one at δ = 0.05 eV and form (14) at the two larger splittings; at δ = 0.5 eV it misses by 0.0275 eV, under 2 % of U_c. The SCF iteration on the discrete bath, started with b full and a almost empty, ends at n_a = 0.9377 for U = 0.99 U_c = 1.7329 eV and at n_a = 0.1786 for U = 1.01 U_c = 1.7679 eV. The outcome jumps across the threshold because the wrong branch ends at the finite s_c.

For U = 3 eV equation (8) has three roots:

right: m = 0.92245, n_a = 0.961, x = 8.16836, e_a = −1.634 eV, E = 0.14957 eV
middle: m = −0.21303, n_a = 0.393, x = −0.34770, e_a = 0.070 eV, E = 0.77649 eV
wrong: m = −0.88282, n_a = 0.059, x = −5.37111, e_a = 1.074 eV, E = 0.60239 eV

For the wrong root the left side of (8) is 0.4 × (−5.37111) = −2.1484 eV and the right side is 0.5 − 2.64845 = −2.14845 eV. The level of a has been pushed to 1.074 eV above the Fermi level and that of b equally far below. Since cos² = 1/(1 + x²), the first term of (6) is (Γ/π) ln(1 + x²), with 1 + x² = 29.849. The three terms are 0.2162 + 0.2207 + 0.1655 = 0.6024 eV. The curvature is C = 0.62832 × 29.849 − 3 = 15.75 eV and the gain is γ = 3/18.75 = 0.160. For the middle root 1 + x² = 1.1209, C = 0.62832 × 1.1209 − 3 = −2.296 eV and γ = 4.26. For the right root C = 39.55 eV and γ = 0.0705.

The wrong solution lies 0.60239 − 0.14957 = 0.453 eV above the right one, slightly more than the lower bound δ s_w = 0.441 eV. The barrier along the one-electron line is 0.77649 − 0.60239 = 0.174 eV. If n_a + n_b may change at μ = 0, the middle root is a maximum in both directions, by (16), and the escape is cheaper. In (5) the b term at 1 − n equals the a term at n plus δ/2, so each orbital carries half of this barrier. Moving n_a alone from 0.059 to 0.393 costs 0.174/2 = 0.087 eV and leads to the state with both orbitals nearly full. The program asserts agreement with the diagonalized bath for both energy differences, and for the occupations, curvatures and gains of the three roots. All these numbers are wide-band values; the discrete bath extends to D = Γe¹³ and tests only that limit. If the full Δ(z) of part (a) is kept for a flat band of finite width, they shift. For D = 20 eV, U_c = 1.740 eV, the wrong solution lies 0.456 eV above the right one, and the one-electron barrier is 0.179 eV. For D = 5 eV the three values are 1.709, 0.463 and 0.191 eV.

**Variation 1: the off-diagonal occupation is set free**

Question. Keep the rotationally invariant E_U and identical baths, and allow n_ab ≠ 0. Is the wrong-orbital solution still a local minimum?

Solution. Let R be the rotation matrix with rows (cos φ, −sin φ) and (sin φ, cos φ). Apply it to the pair (a, b) and to every pair of bath levels with the same ε_k. Because the baths are identical, K_a + K_b is unchanged. Applied to the wrong-orbital state, the rotation gives the occupation matrix R diag(n_a, n_b) Rᵀ, with elements

n_aa = n_a cos²φ + n_b sin²φ, n_bb = n_a sin²φ + n_b cos²φ, n_ab = m sin φ cos φ.

Tr n and Tr n² are unchanged, so E_U is unchanged. Only the bare term −(δ/2)(n_aa − n_bb) = −(δ/2) m cos 2φ moves. With 1 − cos 2φ = 2 sin²φ,

ΔE(φ) = (δm/2)(1 − cos 2φ) = δ m sin²φ = −δ s sin²φ.   (19)

The energy falls monotonically up to φ = π/2, where the orbitals are swapped and (18) is recovered. The solution remains stationary, since (19) starts at order φ², but for U > U_c it is always a saddle: the electron turns into orbital a with the eigenvalues of n held fixed, while n_aa − n_bb = m cos 2φ runs from −s through 0 to +s, and so passes around the barrier. At φ = 45° the example gives −0.44141/2 = −0.221 eV, and the program asserts (19) at three angles.

The SCF iteration shows the same instability. From δE_U = (U/2) Tr[(1 − 2n) δn] the potential matrix is U(1/2 − n), so a seed n_ab = η adds the off-diagonal element −Uη to the level matrix. A matrix R diag(e_a, e_b) Rᵀ has the off-diagonal element (e_a − e_b) φ for small φ and diagonal elements changed only at order φ², so the seed amounts to a rotation by φ = −Uη/(e_a − e_b) = Uη/(δ + Um), using (3). The output is n_ab = mφ, and the gain is

γ_⊥ = Um/(δ + Um).   (20)

For m > 0 it lies below 1. For m = −s it equals Us/(Us − δ), which exceeds 1 because Us − δ = 2Γ tan(πs/2) > 0 by (9). In the example γ_⊥ = 2.64845/2.14845 = 1.233 for the wrong root and 0.847 for the right one. The full-matrix iteration from n_a = 0, n_b = 1 without a seed is at the wrong solution, n_a = 0.0586, after 30 steps. With a seed of 0.001 it crosses to n_a > n_b at step 34 and is at n_a = 0.9612 after 160 steps.

With identical baths and the rotationally invariant E_U, metastability therefore needs n_ab = 0 enforced by symmetry. The conclusion depends on the form of the functional. If the n_ab² term of E_U carried a weight λ, the off-diagonal potential and the gain (20) would be multiplied by λ, and the gain at s_w would fall below 1 for λ < 1 − δ/(Us_w), which is 0.81 in the example. For a functional built from the diagonal elements alone (λ = 0) the bound ⟨K⟩ ≥ T(n) for each channel makes (5) a lower bound on the energy of every state with those diagonal occupations, whatever its n_ab, and part (d) holds without restriction. If the two baths differ, the rotation changes ⟨K⟩ and (19) and (20) no longer apply; that case is not decided here.

**Variation 2: fixed U, growing splitting**

Question. With n_ab = 0 and U fixed, up to which splitting δ_c does the wrong-orbital solution survive?

Solution. Solve (9) for δ instead: δ = Us − 2Γ tan(πs/2) ≡ S(s). This function is concave, vanishes at s = 0, has slope U − πΓ there and tends to −∞ as s → 1. A positive δ can be reached only if U > πΓ. The maximum is at S′ = U − πΓ(1 + y²) = 0, which can be solved for y explicitly:

δ_c = (2U/π) arctan y − 2Γy, y = √(U/(πΓ) − 1).   (21)

This is (11) read in the other direction, and the wrong minimum exists for δ < δ_c. Since S′ = 0 at the maximum, dδ_c/dU = s_c > 0, so δ < δ_c(U) and U > U_c(δ) are the same condition. For U = 1.75042 eV and Γ = 0.2 eV, δ_c = 1.75042 × 0.59103 − 0.4 × 1.33637 = 1.03455 − 0.53455 = 0.500 eV, the splitting of part (e). The expansions of f in part (c) give δ_c ≈ (4Γ/3)(U/(πΓ) − 1)^(3/2) just above πΓ and δ_c ≈ U − 4√(ΓU/π) for U ≫ Γ.

Exchanging a and b maps δ to −δ and m to −m. If the splitting is swept slowly from negative to positive values, each SCF run starting from the previous solution, the electron stays mainly in b until δ = +δ_c. On the way back it stays mainly in a until δ = −δ_c. The polarization traces a hysteresis loop of width 2δ_c, and inside the loop the converged occupation depends on the starting point.

Computed values

```
Gamma = 0.2 eV, delta = 0.5 eV, U = 3.0 eV
bath levels per orbital = 104
delta/(2 Gamma) = 1.2500
y = 1.33637, arctan y = 0.92839 rad, 1+y^2 = 2.78588
s_c = 0.59103, n_a = 0.20449, n_b = 0.79551 at threshold
Uc (formula) = 1.75042 eV, Uc/Gamma = 8.7521
pi Gamma = 0.62832 eV, bound delta + pi Gamma = 1.12832 eV
delta = 0.05 eV: Uc formula 0.8428, diagonalised 0.8428 eV
   small-delta form 0.8342 eV, large-delta form 0.7850 eV
delta = 0.5 eV: Uc formula 1.7504, diagonalised 1.7504 eV
   small-delta form 1.5837 eV, large-delta form 1.7229 eV
delta = 2.0 eV: Uc formula 3.9518, diagonalised 3.9518 eV
   small-delta form 3.0358 eV, large-delta form 3.9366 eV
SCF U = 0.99 Uc = 1.7329 eV: n_a = 0.9377, n_b = 0.0623
SCF U = 1.01 Uc = 1.7679 eV: n_a = 0.1786, n_b = 0.8214
right: m = 0.92245, n_a = 0.96122, n_b = 0.03878, e_a = -1.63367 eV
   tan(pi m/2) = 8.16836, E(m) = 0.14957 eV
   d2E/dn2 = 39.5511 eV, E''(m) = 19.7756 eV
   diagonal gain = 0.0705, off-diagonal gain = 0.8470
mid: m = -0.21303, n_a = 0.39349, n_b = 0.60651, e_a = 0.06954 eV
   tan(pi m/2) = -0.34770, E(m) = 0.77649 eV
   d2E/dn2 = -2.2957 eV, E''(m) = -1.1479 eV
   diagonal gain = 4.2597, off-diagonal gain = 4.5951
wrong: m = -0.88282, n_a = 0.05859, n_b = 0.94141, e_a = 1.07422 eV
   tan(pi m/2) = -5.37111, E(m) = 0.60239 eV
   d2E/dn2 = 15.7546 eV, E''(m) = 7.8773 eV
   diagonal gain = 0.1600, off-diagonal gain = 1.2327
E(wrong) - E(right) = 0.45282 eV (diagonalised 0.45282 eV)
barrier E(mid) - E(wrong) = 0.17410 eV (diagonalised 0.17410 eV)
delta*s_w = 0.44141 eV, U*s_w = 2.64845 eV
rotation energy at phi = 45 deg = -0.22070 eV
full SCF, no seed, 30 steps: n_a = 0.0586, n_b = 0.9414
full SCF, seed n_ab = 0.001: n_a > n_b first at step 34
   after 160 steps: n_a = 0.9612, n_b = 0.0388
```
